# Thomas precession and the factor 2 in two-electron spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

**Question.** In Hartree atomic units the two-electron spin-orbit operator of the Breit-Pauli Hamiltonian is

$$H_{\rm SO}^{(2)}=-\frac{\alpha^2}{2}\sum_{i\neq j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\,\mathbf s_j),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .$$

The orbital motion of electron $i$ couples to its own spin $\mathbf s_i$ (spin-same-orbit) with weight 1 and to the partner's spin $\mathbf s_j$ (spin-other-orbit) with weight 2. Where does the asymmetry come from, is the ratio exactly 2, and how large are the two terms in a simple two-electron model?

**Answer.**

### The mechanism

A spin with a magnetic moment precesses in the magnetic field that exists in its own rest frame. Electron 1 sees a magnetic field from the charge of electron 2 whenever their relative velocity has a component perpendicular to the line joining them, and to leading order in $v/c$ that field depends only on $\mathbf v_1-\mathbf v_2$. The magnetic torque therefore treats the two motions alike and gives both the weight $g$, the gyromagnetic factor.

The asymmetry comes from a second effect, which involves no torque. The spin of electron 1 is defined in the rest frame of electron 1. If the electron accelerates sideways, its successive rest frames are rotated against the laboratory axes, and the spin is carried round with them. This is Thomas precession. Its rate contains the velocity and acceleration of the particle that carries the spin and nothing else, so at order $1/c^2$, where the acceleration does not depend on $\mathbf v_2$, it can modify the coefficient of $\mathbf v_1$ and cannot modify the coefficient of $\mathbf v_2$. It changes $g$ into $g-1$. That is a subtraction; it is a halving only for $g=2$.

### Conventions

Units are Hartree atomic units with Gaussian fields: the electron has charge $-1$ and mass $1$, $\hbar=1$, and $c=1/\alpha$. The magnetic moment is $\boldsymbol\mu=-(g/2c)\,\mathbf s$, with $g$ left free. The separation is $\mathbf r=\mathbf r_1-\mathbf r_2$. The electrons are point charges with $v\ll c$, and precession rates are kept to order $1/c^2$ unless a formula is called exact. Only terms linear in one spin are treated. The spin-spin interaction is of the same order $1/c^2$, but it is bilinear in the spins and is a separate operator. Four-vectors use $x^0=ct$, metric $(+,-,-,-)$, $\boldsymbol\beta=\mathbf v/c$ and $\gamma=(1-\beta^2)^{-1/2}$.

In the rest frame the torque law is $d\mathbf s/dt=\boldsymbol\mu\times\mathbf B'=-(g/2c)\,\mathbf s\times\mathbf B'$. Reversing the order of the cross product puts it in the form

$$\frac{d\mathbf s}{dt}=\boldsymbol\Omega\times\mathbf s,\qquad \boldsymbol\Omega_{\rm L}=\frac{g}{2c}\,\mathbf B' .$$

A precession rate fixes a Hamiltonian. For $H=\boldsymbol\Omega\cdot\mathbf s$, with $\boldsymbol\Omega$ built from orbital variables that commute with $\mathbf s$, the relation $[s_j,s_i]=i\epsilon_{jik}s_k$ gives $\dot s_i=i[H,s_i]=-\epsilon_{jik}\Omega_js_k=(\boldsymbol\Omega\times\mathbf s)_i$. Finding $\boldsymbol\Omega_1$ for electron 1 is therefore the same as finding the part of $H$ linear in $\mathbf s_1$.

### The magnetic field in the rest frame of electron 1

Consider a frame moving with velocity $\mathbf v$. To first order in $\beta$, $\mathbf x=\mathbf x'+\mathbf vt'$ and $t=t'+\mathbf v\cdot\mathbf x'/c^2$, so the chain rule gives $\nabla'=\nabla+(\boldsymbol\beta/c)\,\partial_t$. The potentials form a four-vector, so $\mathbf A'=\mathbf A-\boldsymbol\beta\phi$. With $\nabla\times(\boldsymbol\beta\phi)=\nabla\phi\times\boldsymbol\beta=-\boldsymbol\beta\times\nabla\phi$,

$$\mathbf B'=\nabla'\times\mathbf A'=\mathbf B+\boldsymbol\beta\times\Big(\nabla\phi+\frac1c\,\partial_t\mathbf A\Big)=\mathbf B-\frac{\mathbf v\times\mathbf E}{c}.$$

This rule is used twice. The electric field of electron 2 at the position of electron 1 is $\mathbf E=-\mathbf r/r^3$ to leading order. In the rest frame of electron 2 its charge makes no magnetic field, so $0=\mathbf B-\mathbf v_2\times\mathbf E/c$, and the laboratory field is $\mathbf B=\mathbf v_2\times\mathbf E/c$. In the rest frame of electron 1,

$$\mathbf B'=\frac{(\mathbf v_2-\mathbf v_1)\times\mathbf E}{c}=\frac{(\mathbf v_1-\mathbf v_2)\times\mathbf r}{c\,r^3}=-\frac{\mathbf r\times(\mathbf v_1-\mathbf v_2)}{c\,r^3}.$$

The Larmor part of the precession is

$$\boldsymbol\Omega_{\rm L}=-\frac{1}{2c^2r^3}\,\big[g\,\mathbf r\times\mathbf v_1-g\,\mathbf r\times\mathbf v_2\big].$$

The two weights are equal. The corrections to $\mathbf E$ and to the transformation rule are smaller than the kept terms by a factor of order $\beta^2$ and enter $\boldsymbol\Omega$ at order $1/c^4$.

### Thomas precession

The spin is described covariantly by a four-vector $S^\mu=(S^0,\mathbf S)$ that equals $(0,\mathbf s)$ in the rest frame. There the four-velocity is $u=(c,\mathbf 0)$, so $S\cdot u=0$, and this holds in every frame. With $u=\gamma(c,\mathbf v)$ it reads $S^0=\boldsymbol\beta\cdot\mathbf S$.

The rest frame needs axes, and the convention is that they are obtained from the laboratory axes by the pure boost

$$L^0{}_0=\gamma,\qquad L^0{}_i=L^i{}_0=-\gamma\beta_i,\qquad L^i{}_j=\delta_{ij}+\frac{\gamma^2}{\gamma+1}\beta_i\beta_j .$$

Applying $L(\mathbf v)$ to $S$ and using $S^0=\boldsymbol\beta\cdot\mathbf S$ and $\gamma-\gamma^2/(\gamma+1)=\gamma/(\gamma+1)$ gives the first relation below. Applying $L(-\mathbf v)$ to $(0,\mathbf s)$ gives the second:

$$\mathbf s=\mathbf S-\kappa\,\boldsymbol\beta\,(\boldsymbol\beta\cdot\mathbf S),\quad \kappa=\frac{\gamma}{\gamma+1};\qquad \mathbf S=\mathbf s+\frac{\gamma^2}{\gamma+1}\,\boldsymbol\beta\,(\boldsymbol\beta\cdot\mathbf s).$$

Suppose no torque acts. Then in the inertial frame where the particle is momentarily at rest the spatial components of $S$ do not change, which means that $dS/d\tau$ has only a time component there: $dS^\mu/d\tau=\lambda u^\mu$. Differentiating $S\cdot u=0$ and using $u\cdot u=c^2$ fixes $\lambda=-(S\cdot du/d\tau)/c^2$. This is Fermi-Walker transport. Now $du/d\tau=\gamma[\dot\gamma(c,\mathbf v)+\gamma(0,\mathbf a)]$, where a dot is $d/dt$. The first piece is parallel to $u$ and drops out of the product with $S$, so $S\cdot du/d\tau=-\gamma^2\,\mathbf S\cdot\mathbf a$. The spatial part of the transport law, divided by $\gamma$ to pass from $\tau$ to $t$, is

$$\dot{\mathbf S}=\gamma^2\,\boldsymbol\beta\,(\mathbf S\cdot\dot{\boldsymbol\beta}).$$

From this, $d(\boldsymbol\beta\cdot\mathbf S)/dt=(1+\gamma^2\beta^2)(\mathbf S\cdot\dot{\boldsymbol\beta})=\gamma^2(\mathbf S\cdot\dot{\boldsymbol\beta})$. Differentiating the expression for $\mathbf s$,

$$\dot{\mathbf s}=(1-\kappa)\,\gamma^2\boldsymbol\beta\,(\mathbf S\cdot\dot{\boldsymbol\beta})-\kappa\,\dot{\boldsymbol\beta}\,(\boldsymbol\beta\cdot\mathbf S)-\dot\kappa\,\boldsymbol\beta\,(\boldsymbol\beta\cdot\mathbf S).$$

Four ingredients turn this into an equation for $\mathbf s$ alone. First, $1-\kappa=1/(\gamma+1)$. Second, $\dot\kappa=\dot\gamma/(\gamma+1)^2$ with $\dot\gamma=\gamma^3\boldsymbol\beta\cdot\dot{\boldsymbol\beta}$. Third, $\gamma^2\beta^2=(\gamma-1)(\gamma+1)$ gives $\boldsymbol\beta\cdot\mathbf S=\gamma\,\boldsymbol\beta\cdot\mathbf s$. Fourth, $\mathbf S\cdot\dot{\boldsymbol\beta}=\mathbf s\cdot\dot{\boldsymbol\beta}+\frac{\gamma^2}{\gamma+1}(\boldsymbol\beta\cdot\dot{\boldsymbol\beta})(\boldsymbol\beta\cdot\mathbf s)$. The first term of $\dot{\mathbf s}$ then yields $\frac{\gamma^2}{\gamma+1}\boldsymbol\beta(\mathbf s\cdot\dot{\boldsymbol\beta})$ plus $\frac{\gamma^4}{(\gamma+1)^2}\boldsymbol\beta(\boldsymbol\beta\cdot\dot{\boldsymbol\beta})(\boldsymbol\beta\cdot\mathbf s)$, and the third term cancels the latter exactly. What remains is

$$\dot{\mathbf s}=\frac{\gamma^2}{\gamma+1}\big[\boldsymbol\beta\,(\dot{\boldsymbol\beta}\cdot\mathbf s)-\dot{\boldsymbol\beta}\,(\boldsymbol\beta\cdot\mathbf s)\big].$$

The identity $(\mathbf a\times\mathbf b)\times\mathbf s=\mathbf b(\mathbf a\cdot\mathbf s)-\mathbf a(\mathbf b\cdot\mathbf s)$ shows that this is a rotation, at the exact rate

$$\boldsymbol\omega_{\rm T}=\frac{\gamma^2}{\gamma+1}\,\frac{\mathbf a\times\mathbf v}{c^2}\;\longrightarrow\;\frac{\mathbf a\times\mathbf v}{2c^2}\quad(v\ll c).$$

Neither the charge nor $g$ nor the origin of the force appears. On a counterclockwise circle with angular frequency $\omega$ the acceleration points inward, $\mathbf a\times\mathbf v/c^2=-\omega\beta^2\hat{\mathbf z}$, and $\omega_{\rm T}=-(\gamma-1)\omega$. A torque-free spin turns backward by $2\pi(\gamma-1)$ per orbit; for $v/c=0.6$, where $\gamma=1.25$, the angle is $-1.5708$ rad.

With a torque present, $dS/d\tau$ acquires a further term. With $F^{i0}=E_i$ and $F^{ij}=-\epsilon_{ijk}B_k$ the full law for charge $-1$ is

$$\frac{dS^\mu}{d\tau}=-\frac{g}{2c}\Big[F^{\mu\nu}S_\nu+\frac{u^\mu\,S_\lambda F^{\lambda\nu}u_\nu}{c^2}\Big]-\frac{u^\mu}{c^2}\,S_\lambda\frac{du^\lambda}{d\tau}.$$

It is enough to verify a covariant equation in the rest frame. There the spatial part of the bracket is $-F^{ij}s_j=(\mathbf s\times\mathbf B')_i$, which is the torque law, and the time part is $\mathbf E'\cdot\mathbf s-\mathbf s\cdot\mathbf E'=0$. The two contributions are added in this equation, so the Larmor and Thomas rates add in $\dot{\mathbf s}$. The factor $1/\gamma$ between $d\tau$ and $dt$ changes the Larmor rate only at order $1/c^4$.

### The two weights

Electron 1 has charge $-1$ and mass $1$, so the force from electron 2 gives $\mathbf a_1=-\mathbf E=\mathbf r/r^3$, and

$$\boldsymbol\omega_{\rm T}=+\frac{\mathbf r\times\mathbf v_1}{2c^2r^3}.$$

The magnetic force $\mathbf v_1\times\mathbf B/c$ is of relative order $1/c^2$ and does not matter here. Adding the Larmor part and replacing $\mathbf v$ by the canonical momentum $\mathbf p=\mathbf v-\mathbf A/c$, which differs from it at order $1/c^2$,

$$H_{\mathbf s_1}=\boldsymbol\Omega_1\cdot\mathbf s_1,\qquad \boldsymbol\Omega_1=-\frac{1}{2c^2r^3}\,\big[(g-1)\,\mathbf r\times\mathbf p_1-g\,\mathbf r\times\mathbf p_2\big].$$

The first term is spin-same-orbit coupling, with weight $g-1$. The second is spin-other-orbit coupling, with weight $g$. The ratio of the weights is $g/(g-1)$.

For $g=2$ and $1/c^2=\alpha^2$, write $\mathbf r=\mathbf r_{12}=-\mathbf r_{21}$. Then $H_{\mathbf s_1}=-\frac{\alpha^2}{2r^3}[\mathbf r_{12}\times\mathbf p_1+2\,\mathbf r_{21}\times\mathbf p_2]\cdot\mathbf s_1$. Exchanging the labels gives $H_{\mathbf s_2}=-\frac{\alpha^2}{2r^3}[\mathbf r_{21}\times\mathbf p_2+2\,\mathbf r_{12}\times\mathbf p_1]\cdot\mathbf s_2$. Collecting the sum by orbital vector, $\mathbf r_{12}\times\mathbf p_1$ multiplies $\mathbf s_1+2\mathbf s_2$ and $\mathbf r_{21}\times\mathbf p_2$ multiplies $\mathbf s_2+2\mathbf s_1$, which is the operator in the question.

Several limits separate the two mechanisms. For $g=0$ there is no moment; the other-orbit term vanishes and the same-orbit term survives with weight $-1$, which is pure Thomas precession. For $g=1$ the same-orbit term vanishes and the other-orbit term has weight 1. If an extra, torque-free force holds electron 1 at constant velocity, then $\mathbf a_1=0$ and both weights are $g$, although the fields are unchanged. The difference between the weights is thus due to the acceleration. If the source is a fixed nucleus of charge $Z$ at the origin, $\mathbf E=+Z\mathbf r_1/r_1^3$ reverses every sign and $\mathbf v_2=0$ removes the other-orbit term, leaving $\boldsymbol\Omega=(g-1)Z\,\mathbf l_1/(2c^2r_1^3)$ with $\mathbf l_1=\mathbf r_1\times\mathbf p_1$. Since $\boldsymbol\omega_{\rm T}$ is linear in $\mathbf a$ and $\boldsymbol\Omega_{\rm L}$ is linear in the fields, nuclear and electronic contributions add.

### The factor 2 is not a double count

The other-orbit interaction can be read in a second way, as the moving charge of electron 2 in the vector potential of the moment $\boldsymbol\mu_1$. That potential is $\mathbf A=\boldsymbol\mu_1\times(\mathbf r_2-\mathbf r_1)/r^3=(g/2c)\,\mathbf s_1\times\mathbf r/r^3$. The kinetic energy $(\mathbf p_2+\mathbf A/c)^2/2$ of a charge $-1$ contains the cross term

$$\frac{\mathbf p_2\cdot\mathbf A}{c}=\frac{g}{2c^2r^3}\,(\mathbf s_1\times\mathbf r)\cdot\mathbf p_2=\frac{g}{2c^2r^3}\,\mathbf s_1\cdot(\mathbf r\times\mathbf p_2).$$

This is the other-orbit term of $H_{\mathbf s_1}$, with the same sign and the full weight $g$. It is one mutual energy. Its derivative with respect to $\mathbf s_1$ is the other-orbit part of the precession rate of spin 1, and minus its derivative with respect to $\mathbf r_2$, at fixed $\mathbf p_2$, is its contribution to $\dot{\mathbf p}_2$, the rate of change of the canonical momentum of electron 2. Each reading alone yields the weight $g$, and adding them would double the other-orbit part of the precession rate found from the torque law.

The same-orbit weight is $g-1$ and the other-orbit weight is $g$, because Thomas precession subtracts one unit from the coefficient of the electron's own motion only; for $g=2$ this gives the weights 1 and 2 of the Breit-Pauli operator. It remains to explain the dependence on more than the relative velocity, to recover the weights from Dirac spinors, and to find the ratio of matrix elements, the size of the terms in a two-electron model, and the corrections to the ratio 2.
